# Chebyshev-Filtered Subspace Iteration for a One-Dimensional Lattice Hamiltonian

## Two levels

Take a Hamiltonian with two eigenvalues, \(-5/4\) and \(1/2\), in units where the unwanted part of the spectrum is known to lie in \([-1,1]\). Start with equal components on both eigenvectors and apply the Chebyshev polynomials, defined by

\[
T_0(t)=1,\qquad T_1(t)=t,\qquad T_{m+1}(t)=2t\,T_m(t)-T_{m-1}(t).
\]

For \(m=1,2,3\) the unwanted component is multiplied by \(1/2,-1/2,-1\). Since \(1/2=\cos(\pi/3)\), these are the values of \(\cos(m\pi/3)\), which never exceed 1 in modulus. The wanted component is multiplied by \(-5/4,\ 17/8,\ -65/16\). Since \(5/4=(2+2^{-1})/2\), these are \((-1)^m(2^m+2^{-m})/2=(-1)^m\cosh(m\ln 2)\). One component stays bounded while the other grows, and no linear system has been solved. The rest of the method places the unwanted spectrum in \([-1,1]\) and treats many wanted vectors together.

## Hamiltonian and spectral bounds

Hartree atomic units are used. On a ring of \(n\) points with spacing \(h\),

\[
(H\psi)_i=-\frac{\psi_{i+1}-2\psi_i+\psi_{i-1}}{2h^2}+V_i\psi_i .
\]

The eigenpairs are \(\lambda_1\le\dots\le\lambda_n\) and \(u_i\), with orthonormal real \(u_i\). The lowest \(N\) orbitals are doubly occupied.

A lattice wave \(e^{iqx}\) has kinetic energy \((1-\cos qh)/h^2\), which lies in \([0,2/h^2]\). For any unit vector the expectation of \(H\) is a kinetic part in this range plus an average of \(V\). Hence

\[
\min V\le\lambda_1,\qquad \lambda_n\le b\equiv \frac{2}{h^2}+\max V .
\]

The ceiling \(b\) costs nothing to compute and is safe for this local potential. A nonlocal potential would need its own upper bound added.

## What the filter does

Choose a cut \(a\) with \(\lambda_N<a<b\), and set

\[
c=\frac{a+b}{2},\qquad e=\frac{b-a}{2},\qquad L=\frac{H-c}{e},\qquad t=\frac{\lambda-c}{e}.
\]

Then \(a\) maps to \(t=-1\) and \(b\) to \(t=1\). Applying \(T_m(L)\) to a vector multiplies its component on \(u_i\) by \(T_m(t_i)\).

**Inside the interval.** Write \(t=\cos\varphi\). The identity \(\cos(m+1)\varphi+\cos(m-1)\varphi=2\cos\varphi\cos m\varphi\) is the recurrence, and the starting values \(1,\cos\varphi\) agree. So \(T_m(t)=\cos m\varphi\) and \(|T_m|\le1\).

**Below the cut.** Write \(t=-\cosh\theta\) with \(\theta>0\), and try \(s_m=(-1)^m\cosh m\theta\). Then

\[
2ts_m-s_{m-1}=(-1)^{m+1}\left[2\cosh\theta\cosh m\theta-\cosh(m-1)\theta\right]=(-1)^{m+1}\cosh(m+1)\theta=s_{m+1}.
\]

The starting values agree again, so \(T_m(t)=(-1)^m\cosh m\theta\). The angle follows from

\[
\cosh\theta=\frac{c-\lambda}{e}=\frac{a+b-2\lambda}{b-a}=1+\frac{2(a-\lambda)}{b-a}.
\]

Because \(\cosh\theta=1+2\sinh^2(\theta/2)\),

\[
\theta(\lambda)=2\,\mathrm{arcsinh}\sqrt{\frac{a-\lambda}{b-a}} .
\]

The growth has two regimes. For \(m\theta\ll1\) it is quadratic, \(\cosh m\theta\approx1+(m\theta)^2/2\), and a short filter hardly separates anything. For \(m\theta\gg1\) it is exponential, \(\cosh m\theta\approx e^{m\theta}/2\). Whether a component grows at all depends on its energy and not on its occupation: an empty state below \(a\) grows too.

To reach a gain \(A\) in the highest occupied state, solve \(\cosh m\theta_N\ge A\):

\[
m=\left\lceil\frac{\mathrm{arccosh}\,A}{\theta_N}\right\rceil .
\]

On a fine grid \(b-a\approx2/h^2\), so \(\theta_N\approx h\sqrt{2(a-\lambda_N)}\). The degree then grows as \(1/h\) at fixed potential, cut and gain.

## Scaling against overflow

The factor \(\cosh m\theta\) can overflow. Let \(a_L=\min V<a\), \(\tau=(a_L-c)/e\) and \(\rho_i=T_i(\tau)\), and work with \(Y_i=T_i(L)X/\rho_i\). Define \(\sigma_i=\rho_{i-1}/\rho_i\), so that \(\sigma_1=1/\tau=e/(a_L-c)\). Dividing \(\rho_{i+1}=2\tau\rho_i-\rho_{i-1}\) by \(\rho_i\) gives

\[
\frac1{\sigma_{i+1}}=\frac{2}{\sigma_1}-\sigma_i .
\]

Dividing the operator recurrence by \(\rho_{i+1}\), with \(\rho_i/\rho_{i+1}=\sigma_{i+1}\) and \(\rho_{i-1}/\rho_{i+1}=\sigma_i\sigma_{i+1}\), gives

\[
Y_{i+1}=2\sigma_{i+1}LY_i-\sigma_i\sigma_{i+1}Y_{i-1}.
\]

No eigenvalue lies below \(a_L\), and \(\cosh m\theta\) increases as \(\lambda\) falls. Hence every component is multiplied by at most 1 in modulus, and in exact arithmetic no vector is enlarged. The ratios between components are those of the unscaled filter.

## The algorithm

The subspace has \(k>N\) columns; the extra \(k-N\) are buffer columns.

```
input: V, h, N, k > N, degree m >= 1, tolerance
b = 2/h^2 + max(V);  aL = min(V)
X = random n-by-k block
(ritz, X) = RayleighRitz(X)
repeat
    a = largest value in ritz
    c = (a+b)/2;  e = (b-a)/2
    s1 = e/(aL-c);  s = s1
    Yold = X
    Y = s1*(H X - c X)/e
    repeat m-1 times
        snew = 1/(2/s1 - s)
        Z = 2*snew*(H Y - c Y)/e - s*snew*Yold
        Yold = Y;  Y = Z;  s = snew
    (ritz, X) = RayleighRitz(Y)
    r = max over i <= N of norm(H X_i - ritz_i X_i)
until r < tolerance
return the first N pairs

RayleighRitz(Y):
    Q = orthonormal basis of the columns of Y
    diagonalize Q^T H Q = R diag(ritz) R^T, ascending
    return ritz, Q R
```

The automatic cut is safe for the following reason. By the min–max principle, the largest expectation of \(H\) over unit vectors in any \(k\)-dimensional space is at least \(\lambda_k\). That largest expectation is the largest Ritz value, so \(a\ge\lambda_k\). If \(\lambda_k>\lambda_N\), all occupied states lie below every cut. The cut must also stay below \(b\), which fails only if the subspace contains a vector with expectation \(b\).

## Convergence with a moving cut

Let \(U_k\) hold the lowest \(k\) eigenvectors and \(U_\perp\) the others, and assume that \(U_k^TX_0\) is invertible for the starting block \(X_0\). Inserting \(U_kU_k^T+U_\perp U_\perp^T=1\),

\[
X_0(U_k^TX_0)^{-1}=U_k+U_\perp W,\qquad W=U_\perp^TX_0(U_k^TX_0)^{-1}.
\]

The starting space therefore contains \(u_i+U_\perp w_i\) for each \(i\le k\), where \(w_i\) is column \(i\) of \(W\). Let \(p\) be the product of all filters applied so far. Orthonormalization and rotation change the basis but not the space. For \(i\le j\le N\) the space now contains

\[
\frac{p(H)(u_i+U_\perp w_i)}{p(\lambda_i)}=u_i+U_\perp\epsilon_i,\qquad \epsilon_i=\frac{p(\Lambda_\perp)w_i}{p(\lambda_i)},
\]

with \(\Lambda_\perp\) the diagonal matrix of \(\lambda_{k+1},\dots,\lambda_n\). Any constant scaling of the filter cancels.

In cycle \(q\) the numerator is multiplied by at most \(\max(1,\cosh m\theta_{k+1})=\cosh m\theta_{k+1}\), with the convention \(\theta=0\) for a state at or above the cut. The denominator grows by at least \(\cosh m\theta_j\), since lower states grow more. The matrix \(E_j=(\epsilon_1,\dots,\epsilon_j)\) thus obeys

\[
\|E_j\|\le\|W_j\|\prod_q g_q,\qquad g_q=\frac{\cosh m\theta_{k+1}}{\cosh m\theta_j}<1,
\]

where \(W_j\) holds the first \(j\) columns of \(W\) and the angles use the cut of cycle \(q\).

For the energies, take \(x=\sum_{i\le j}c_i(u_i+U_\perp\epsilon_i)\). Orthogonality gives \(\|x\|^2=\|c\|^2+\|E_jc\|^2\ge\|c\|^2\), and

\[
x^T(H-\lambda_j)x=\sum_{i\le j}c_i^2(\lambda_i-\lambda_j)+(E_jc)^T(\Lambda_\perp-\lambda_j)E_jc\le(\lambda_n-\lambda_j)\|E_j\|^2\|c\|^2,
\]

because the first sum is not positive. Dividing by \(\|x\|^2\) and using min–max inside the subspace for the Ritz value \(\tilde\lambda_j\),

\[
0\le\tilde\lambda_j-\lambda_j\le(\lambda_n-\lambda_j)\,\|W_j\|^2\prod_q g_q^2 .
\]

The energy error is of second order in the contamination. The bound is pessimistic by construction: it gives all contamination the highest energy and the weakest suppression at once.

## A polar model chain

The example is a ring of 12 cells, each 6 bohr long, with

\[
V(x)=-0.3\cos Gx+0.1\sin 2Gx\ \text{hartree},\qquad G=2\pi/(6\ \text{bohr}).
\]

The cosine is even only about \(x=0\), \(x=3\) bohr and their repeats. The sine is odd about these points, so the chain has no inversion centre, as in a polar crystal. There are two independent electrons per cell, so \(N=12\). With \(h=0.25\) bohr there are 288 points, and \(b=2/0.0625+0.34641=32.34641\) hartree. The true top of the spectrum is 32.07672 hartree.

**Gain at a fixed cut.** Put \(a=0.324893\) hartree, halfway between levels 17 and 18. The highest occupied level is \(-0.034612\) hartree, so

\[
\frac{a-\lambda_N}{b-a}=\frac{0.359505}{32.02152}=0.011227,\qquad \theta_N=2\,\mathrm{arcsinh}(0.10596)=0.2115 .
\]

At \(m=20\) this gives \(\cosh4.230=34.4\), the gain measured by applying the recurrence on the grid and projecting on the eigenvector. The measured gain is 1.09 at \(m=2\), where the quadratic estimate also gives 1.09, and \(2.36\times10^3\) at \(m=40\). Between degrees 40 and 80 its logarithm rises by 0.2115 per degree, which is \(\theta_N\). No component in \([a,b]\) grew at any of the six degrees tried.

**Grid spacing.** A gain of 100 needs \(5.298/0.2115=25.05\), hence degree 26. With \(h\) halved, the potential and target fixed, and the cut again halfway between levels 17 and 18, counting steps gives 50. This is close to the \(1/h\) law, which holds exactly only in the limit of small \(h\): doubling 25.05 gives 50.10, the exact angle at unchanged \(a-\lambda_N\) gives 50.02, and the grid shift of the levels, which widens \(a-\lambda_N\) from 0.3595 to 0.3600 hartree, brings it to 49.98. With the cut kept at 0.324893 hartree the requirement is 50.04, hence degree 51.

**Adaptive run.** With 5 buffer columns, \(m=20\) and a residual tolerance of \(10^{-8}\) hartree, a random start converges in 7 cycles. The first cut is 20.6 hartree, because a random subspace samples the whole spectrum. By cycle 3 it has dropped to 0.425 hartree, and at cycle 7 it is 0.302 hartree, below level 18. There \(g=1/\cosh m\theta_N\approx1/30\), so the energy bound falls by a factor of about 900 per cycle.

At cycle 5 the error of the highest occupied energy is \(2\times10^{-12}\) hartree, against a bound of \(7\times10^{-6}\) hartree. The final difference from dense diagonalization, about \(10^{-14}\) hartree or less, is at the level of rounding for a matrix of norm 32 hartree. The largest difference in the density is about \(3\times10^{-10}\) per bohr.

**Discretization.** Expanding the lattice kinetic energy gives \(q^2/2-h^2q^4/24+\dots\), so the grid lowers the energy in proportion to \(h^2\). Against a plane-wave calculation of the continuum problem, the band-energy sum is too low by 0.01075 hartree, and by 4.016 times less at half the spacing. Per cell the coarse-grid error is \(0.01075/12=9.0\times10^{-4}\) hartree, about 24 meV. A converged eigensolver does not remove it.

## Cost

One cycle costs \(mk\) applications of \(H\) to a column, each of order \(n\) here, plus order \(nk^2\) for orthonormalization and projection and \(k^3\) for the small diagonalization. The filters in the example used \(7\times20\times17=2380\) applications; Rayleigh–Ritz steps and residuals add to this. The recurrence needs about three \(n\times k\) blocks.

At a fixed cut with \(\lambda_{k+1}\ge a\) and \(m\theta_N\gg1\), \(Q\) cycles reduce the bound on the contamination by \((2e^{-m\theta_N})^Q\). To reach \(e^{-s}\), the total degree is

\[
mQ=\frac{s+Q\ln2}{\theta_N}.
\]

Each extra cycle costs \(\ln2/\theta_N\approx3.3\) degrees here. At a fixed cut, long filters save these, except that \(Q\) must be rounded up to a whole number, which in a run of a few cycles can cost more than is saved. With the automatic cut they also update it less often, which can cancel the saving or outweigh it, and they are more exposed to rounding.

## Failure modes

**Ceiling too low.** For \(\lambda>b\), \(t=1+2(\lambda-b)/(b-a)>1\), and the component grows as \(\cosh(m\,\mathrm{arccosh}\,t)\). With the ceiling at 0.9 of the true top, \(t=1.225\) and the top state gains \(2.6\times10^5\) at \(m=20\), against 44 for the highest occupied state. At a fixed cut, repeated filtering is therefore drawn to the wrong end of the spectrum. With the automatic cut the outcome is less simple: top states that enter the subspace raise the largest Ritz value and hence the next cut, which can favour the low states again. Convergence may then be interrupted and resumed, and the bounds derived above no longer protect it.

**Cut too low.** With \(a\) midway between the lowest and highest occupied levels, the latter is multiplied by 0.52 in modulus at \(m=20\). It is treated as unwanted.

**No buffer.** If \(k=N\), the cut sinks towards \(\lambda_N\). For \(\delta=a-\lambda_N\) small, the gain is only \(1+2m^2\delta/(b-a)\). Using the first 12 columns of the same start, the same degree and 7 cycles, the residual is \(2.6\times10^{-3}\) hartree instead of \(4\times10^{-10}\) hartree. The energy error is then \(\delta=2.2\times10^{-5}\) hartree, so the next filter would have a gain of 1.0006. This is the guaranteed contraction. Components with \(|T_m|<1\) still shrink faster, level 13 by a factor 0.78 per cycle, so the residual keeps falling for a while and then stalls near \(4\times10^{-4}\) hartree from about cycle 20, held up by components with \(|T_m|\approx1\). A buffer that ends within a level degenerate with \(\lambda_N\) has the same defect.

**Excessive degree.** At \(m=6000\) the unscaled filter overflows and the scaled one stays finite, but finite need not mean useful. At the fixed cut \(a=0.324893\) hartree the lowest state has \(\theta_1=0.2235\), so it outgrows the highest occupied one by \(e^{6000(0.2235-0.2115)}\approx10^{31}\). A rounding error of relative size \(10^{-16}\) along \(u_1\) then swamps the wanted vector. What matters is \(m(\theta_1-\theta_N)\) at the cut in use. At the first automatic cut of 20.6 hartree the angles differ by only 0.0016, the ratio is about \(10^4\), and the same degree converges from a random start in one cycle.

**Missed states.** Expanding a unit vector \(x\) in eigenvectors gives \(\|Hx-\tilde\lambda x\|^2=\sum_i(\lambda_i-\tilde\lambda)^2(u_i^Tx)^2\ge\min_i(\lambda_i-\tilde\lambda)^2\). A small residual thus guarantees a nearby eigenvalue, but not that it is among the lowest \(N\). In exact arithmetic, a start with no component on an occupied state never finds it. In floating-point arithmetic, rounding can bring the state back and the filter then amplifies it, but this costs extra cycles and is not guaranteed to happen before the residual test is met. A random start avoids relying on it.

## Beside a hafnia calculation

The model gap is 0.295 hartree, or 8.0 eV. The measured gap of hafnia is roughly 6 eV, and semilocal density functionals give a smaller one, roughly 4 eV. Lowering \(a-\lambda_N\) by 4 eV (0.147 hartree), with all else fixed, raises the required degree by \(\sqrt{0.360/0.213}\approx1.3\). In three dimensions the same stencil has a kinetic ceiling of \(6/h^2\), which adds a factor \(\sqrt3\). Together they turn degree 20 into about 45 for the same gain. A real calculation also has nonlocal pseudopotentials, which alter \(b\), and a self-consistent potential, which changes \(H\) between cycles; the convergence bound above assumes a fixed \(H\). The chain yields no polarization or switching field for a memory capacitor. The measured gains, the convergence history and the grid errors are listed in the numerical output.

## Computed results

```
cells 12, cell length 6.0 bohr, spacing 0.25 bohr
potential amplitudes: 0.3 and 0.1 hartree
grid points 288, occupied 12, buffer 5
potential minimum, maximum: -0.34641, 0.34641 hartree
lowest eigenvalue: -0.076722 hartree
highest occupied: -0.034612 hartree
lowest unoccupied: 0.260801 hartree
band gap: 0.295413 hartree = 8.0386 eV
highest eigenvalue: 32.07672, ceiling b: 32.34641 hartree
fixed test cut a: 0.324893 hartree
theta of highest occupied: 0.211520, of lowest: 0.223517
degree | gain highest occ. | gain lowest | max gain in [a,b]
   2 | 1.09082e+00 | 1.10159e+00 | 0.999999
   5 | 1.61337e+00 | 1.69227e+00 | 0.999985
  10 | 4.20595e+00 | 4.72753e+00 | 0.999981
  20 | 3.43799e+01 | 4.36990e+01 | 0.999925
  40 | 2.36296e+03 | 3.81821e+03 | 0.999824
  80 | 1.11672e+07 | 2.91574e+07 | 0.999903
log-growth per degree, 40 to 80: 0.211520
quadratic estimate of gain at degree 2: 1.08948
ceiling too low (28.8691 hartree), degree 20: top state gain 2.621e+05, highest occ. 4.411e+01
cut too low (-0.05567 hartree), degree 20: highest occ. gain 0.5236
degree 6000: plain filter finite: False, scaled filter finite: True
starting contamination norm of occupied space: 45.656
cycle | cut (hartree) | error highest occ. | bound | residual (hartree)
  1 | 20.58928 | 5.33e-01 | 3.69e+04 | 5.21e-01
  3 | 0.42504 | 1.17e-04 | 7.23e+00 | 7.68e-03
  5 | 0.30463 | 2.18e-12 | 6.71e-06 | 1.01e-06
  7 | 0.30198 | 2.23e-15 | 8.32e-12 | 4.35e-10
filter applications of H to one column: 2380
largest occupied-energy error: 6.1e-15 hartree
largest density error: 3.2e-10 per bohr
no buffer, 7 cycles: residual 2.63e-03 hartree, energy error 2.24e-05 hartree
spacing 0.25 bohr: degree for gain 100: 26
spacing 0.125 bohr: degree for gain 100: 50
continuum band gap: 0.295533 hartree
grid error of gap at 0.25 bohr: -1.20e-04 hartree
band-energy sum, continuum: -1.356880 hartree
its grid error at 0.25 and 0.125 bohr: -1.075e-02, -2.676e-03 hartree, ratio 4.016
```
